# Why relaxing a film by 0.5 percent takes centimetres of dislocation glide

**Question**

I am stuck on an exercise about strain relaxation in an epitaxial film on a (001) substrate. The density of threading dislocations is \(10^5\) per square centimetre, and the effective Burgers component is 0.192 nm. I am asked to show that 0.5 percent biaxial relaxation requires each thread to glide about 5.2 cm.

My attempt was this. If the misfit dislocations have spacing \(p\), the relieved strain is \(b/p\), and the line length per unit area is \(1/p\). Setting this equal to density times glide distance gives 2.6 cm, half the stated value. Where does the missing factor of two come from? And can the answer be sensible at all? The film is about a micrometre thick, and 5 cm is the radius of a small wafer.

**Answer**

Your relation between strain and spacing is right, but you have counted the lines that relax one direction. Biaxial relaxation needs a second array, perpendicular to the first, and the same population of threads must supply both. The film thickness does not limit the glide distance, but the wafer size does: for threads that glide in straight lines, a 100 mm wafer cannot provide the 5.2 cm of mean glide needed at this density.

**What is being counted**

A threading dislocation runs from the interface to the film surface. When it glides sideways by a distance \(s\), it leaves a misfit dislocation of length \(s\) at the interface. I use these symbols:

- \(\rho\) is the number of threads per unit area that take part, counted before any leave the wafer.
- \(L\) is their mean horizontal travel.
- \(\delta\) is the strain relieved along each of two perpendicular in-plane directions. It is neither the total misfit nor the strain left over.
- \(b_{\rm eff}\) is the part of the Burgers vector that lies in the interface and is normal to the misfit line.

A half-loop has two threading ends and counts as two threads. If \(\rho\) counted half-loops instead, each end would need to travel half as far.

The value 0.192 nm fits silicon. Take the Burgers vector \(\mathbf b=\tfrac a2[101]\) and a misfit line along \(\mathbf t=[110]/\sqrt2\). The in-plane normal to the line is \(\mathbf n=[1\bar10]/\sqrt2\), so

\[
\mathbf b\cdot\mathbf n=\frac a2\,\frac{1}{\sqrt2}=\frac{a}{2\sqrt2},\qquad
\mathbf b\cdot\mathbf t=\frac{a}{2\sqrt2},\qquad b_z=\frac a2 .
\]

With \(a=0.5431\) nm, the edge component \(\mathbf b\cdot\mathbf n\) is 0.1920 nm. The screw component \(\mathbf b\cdot\mathbf t\) has the same size, and the vertical component is 0.2716 nm. Since \(|\mathbf b|=a/\sqrt2\), the cosine of the angle between \(\mathbf b\) and the line is \(1/2\): this is a 60° dislocation. Its glide plane contains both \(\mathbf b\) and \(\mathbf t\). The normal is along \(\mathbf b\times\mathbf t\propto[\bar111]\), so the plane is of {111} type. It meets the interface along \(\mathbf t\), which is why a gliding thread leaves a straight segment in that direction.

**Strain relieved by one array**

Walk a distance \(W\) along the interface, at right angles to parallel misfit lines of spacing \(p\). You cross \(W/p\) lines. Each shifts the film relative to the substrate by \(b_{\rm eff}\) along your path, so the total shift is \(b_{\rm eff}W/p\). Dividing by \(W\) gives

\[
\delta=\frac{b_{\rm eff}}{p}.
\]

Elasticity gives the same result. Consider a row of edge dislocations in an infinite isotropic medium, with shear modulus \(G\) and Poisson ratio \(\nu\). Let \(x\) run along the row, across the lines, and let \(z\) be the height. One dislocation at the origin produces

\[
\sigma_{xx}=-\frac{Gb_{\rm eff}}{2\pi(1-\nu)}\,\frac{z(3x^2+z^2)}{(x^2+z^2)^2},\qquad
\sigma_{zz}=\frac{Gb_{\rm eff}}{2\pi(1-\nu)}\,\frac{z(x^2-z^2)}{(x^2+z^2)^2}.
\]

Far from the row, \(|z|\gg p\), the sum over dislocations becomes an integral over \(x\) divided by \(p\). With \(x=|z|u\), the two integrals are

\[
\operatorname{sgn}(z)\int_{-\infty}^{\infty}\frac{3u^2+1}{(u^2+1)^2}\,du
=\operatorname{sgn}(z)\left(\frac{3\pi}{2}+\frac{\pi}{2}\right)=2\pi\operatorname{sgn}(z),
\]

\[
\operatorname{sgn}(z)\int_{-\infty}^{\infty}\frac{u^2-1}{(u^2+1)^2}\,du
=\operatorname{sgn}(z)\left(\frac{\pi}{2}-\frac{\pi}{2}\right)=0 .
\]

Hence \(\sigma_{zz}=0\) and \(\sigma_{xx}=-\operatorname{sgn}(z)\,Gb_{\rm eff}/[(1-\nu)p]\). There is no strain along the lines, so the plane-strain form of Hooke's law applies:

\[
\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2G}
=-\operatorname{sgn}(z)\,\frac{b_{\rm eff}}{2p}.
\]

The strain differs by \(b_{\rm eff}/p\) between the two sides, and the elastic constants have cancelled. In the infinite medium the two sides share this difference equally. A substrate much thicker than the film barely deforms, so there the film takes nearly all of it.

For \(\delta=0.005\), the spacing is \(p=0.192/0.005=38.4\) nm. Summing the stress fields of a long explicit row with this spacing, and comparing points three spacings above and below it, gives a strain jump of 0.49999 percent.

**The second array and the factor of two**

Lines running along \(y\) relieve strain along \(x\), and lines running along \(x\) relieve strain along \(y\). In a square of side \(W\), each array has \(W/p\) lines of length \(W\). The line length per unit area is therefore

\[
\Lambda=\frac{1}{W^2}\left(\frac{W}{p}W+\frac{W}{p}W\right)=\frac2p=\frac{2\delta}{b_{\rm eff}} .
\]

Now count the supply. An area \(A\) contains \(\rho A\) threads, whose travels \(s_i\) add up to \(\rho A L\) by the definition of the mean. Each travel becomes an equal length of misfit line, so \(\Lambda=\rho L\). Equating demand and supply,

\[
\rho L=\frac{2\delta}{b_{\rm eff}}
\quad\Longrightarrow\quad
L=\frac{2\delta}{\rho\,b_{\rm eff}} .
\]

The split between the arrays need not be equal. Let \(\Lambda_y\) be the length per area of lines along \(y\), and \(\Lambda_x\) that of lines along \(x\). A path of length \(W\) along \(x\) crosses on average \(\Lambda_yW\) lines, even if they are broken into finite segments. Thus \(\delta_x=b_{\rm eff}\Lambda_y\), and likewise \(\delta_y=b_{\rm eff}\Lambda_x\). Adding them gives

\[
\delta_x+\delta_y=b_{\rm eff}(\Lambda_x+\Lambda_y)=\rho\,b_{\rm eff}L .
\]

Total glide fixes the sum of the two reliefs. Equal relaxation makes that sum \(2\delta\), which is your missing factor. If one direction alone relaxed by \(\delta\), the sum would be \(\delta\), and your 2.6 cm would be correct.

This count can be tested with threads placed at random, whose travels are spread evenly between zero and \(2L\). Counting the misfit lines that cross 1 cm test lines gives reliefs of 0.501 percent along \(x\) and 0.499 percent along \(y\). When 30 percent of the threads relieve \(x\) and 70 percent relieve \(y\), the counts give 0.298 and 0.700 percent. Their sum is 0.998 percent, against 1 percent expected. Random counting gives a scatter of about two parts in a thousand. The largest difference here, 0.298 against 0.300, is six parts in a thousand, a little over two standard deviations.

**The number**

In centimetres, \(b_{\rm eff}=1.92\times10^{-8}\) cm, so

\[
\Lambda=\frac{2\times0.005}{1.92\times10^{-8}\ \text{cm}}
=5.208\times10^5\ \text{cm}^{-1},
\]

\[
L=\frac{5.208\times10^5\ \text{cm}^{-1}}{10^5\ \text{cm}^{-2}}
=5.2\ \text{cm}\quad(52\ \text{mm}).
\]

Each square centimetre of interface holds about five kilometres of misfit line, and \(10^5\) threads must lay it. Film thickness does not enter this balance. It does affect the force on a thread, and therefore whether and how fast the thread moves.

At fixed relief, \(L\) is inversely proportional to \(\rho\): ten times as many threads need one tenth of the travel. A film with few threads can relax this way only if those threads are very mobile or have a long time to glide. As \(\rho\to0\) the required travel diverges, so a finite wafer must then relax less or create new dislocations.

**Does the glide fit on a wafer?**

Group the threads by glide direction, and assume that each group starts evenly spread over a disc of radius \(R\), because a thread's direction is set by its Burgers vector, line sense and glide plane, and not by its position. Assume also that each thread stays on one glide plane and so moves in a straight line. On a chord along the glide direction, at distance \(y\) from the centre, with half-length \(h=\sqrt{R^2-y^2}\), the mean distance to the exit is half the chord, which is \(h\). A strip of width \(dy\) has area \(2h\,dy\), so the mean over the disc is

\[
\bar d=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-y^2)\,dy
=\frac{2}{\pi R^2}\left(2R^3-\frac{2R^3}{3}\right)=\frac{8R}{3\pi}.
\]

For threads spread in this way and gliding straight, it is the largest mean glide the disc allows, reached when every thread runs to the edge. By symmetry it is the same for every glide direction. Cross-slip would loosen this limit. The vector \(\tfrac a2[101]\) lies in both \((\bar111)\) and \((11\bar1)\), whose traces on the interface are perpendicular, so a thread that switches planes can follow a staircase path. The purely geometric limit for such paths is about \(1.4R\), or 7.0 cm for \(R=5\) cm. The rest of this section keeps to straight glide.

For a 100 mm wafer, \(R=5\) cm and \(\bar d=4.24\) cm. The required 5.2 cm is out of reach for straight glide, so your suspicion was justified for that size. The initial density would have to be at least \(5.208\times10^5/4.244=1.23\times10^5\) cm\(^{-2}\), or new threads would have to form.

For a 200 mm wafer, \(R=10\) cm and \(\bar d=8.49\) cm, so an average relief of 0.5 percent is geometrically possible. Many threads reach the edge early, however, and the others must travel beyond the mean. Suppose every thread goes a distance \(s_m\) unless the edge stops it. The fraction still on the wafer after travel \(s\) is the overlap of the disc with a copy of itself shifted by \(s\), divided by the disc area. The overlap consists of two equal circular segments, which gives

\[
S(s)=\frac2\pi\left[\arccos q-q\sqrt{1-q^2}\right],\qquad q=\frac{s}{2R}.
\]

In a small step \(ds\), the fraction \(S(s)\) is still moving, so the mean glide is \(\int_0^{s_m}S(s)\,ds\). Setting this equal to 5.208 cm gives \(s_m=6.57\) cm and \(S(s_m)=0.589\). About 41 percent of the threads have left, and the density has fallen to \(5.9\times10^4\) cm\(^{-2}\). Random starting points on the disc, with the same travel limit, give a mean glide of 5.21 cm.

So \(\rho\) must be the density that took part, not the density found afterwards. Inserting the final density here would overestimate the mean glide by the factor \(1/0.589\approx1.7\). The relief is also a wafer average in this picture, since points near the edge are passed by a different number of threads from points near the centre. With equal numbers of threads in the four glide directions, the relief at the centre is \(\rho b_{\rm eff}s_m/2=0.63\) percent, so this equal-travel picture needs a misfit at least that large. With a smaller misfit the threads near the centre stop sooner and the travels become unequal. Whatever the travels, a point on a chord of half-length \(h\) can be crossed only by threads starting on that chord, so its relief is at most \(\rho b_{\rm eff}h/2\). This is below 0.5 percent on chords with \(h<5.2\) cm. A film with a total misfit of only 0.5 percent can therefore reach at most 0.492 percent on average, and an average of 0.5 percent needs a misfit of at least 0.51 percent.

**Speed, blocking and signs**

If the glide takes 1800 s, the mean speed must be \(5.208\times10^4\ \mu\text{m}/1800\ \text{s}=28.9\ \mu\text{m/s}\). Glide is thermally activated. With a rough barrier \(U=2.2\) eV, and with stress, time and thread density held fixed, cooling from 1100 K to 1000 K slows it by the factor

\[
\exp\left[\frac{U}{k_B}\left(\frac1{1000\ \text{K}}-\frac1{1100\ \text{K}}\right)\right]=10.2 .
\]

The relief in the same time drops from 0.5 to 0.049 percent. In a real film the unrelieved stress would remain higher and keep driving the threads, so this comparison shows the sensitivity to temperature and does not predict a complete growth run.

Threads can also be blocked, for example by misfit lines that cross their path. If 20 percent never move, the others must travel \(5.208/0.8=6.5\) cm on average, before any allowance for the wafer edge.

The edge components must all relieve the misfit. The stress arranges this: reversing a thread's glide direction reverses the sign of the relief it produces, and the misfit stress drives each thread in the relieving direction. The other components are free to vary in sign, and I have assumed that they balance. If all vertical components in one array had the same sign, the film would tilt by \(0.2716/38.4\) radians, or 0.41°. If the screw components of both arrays added, they would produce a tensor shear strain \(\varepsilon_{xy}\) of 0.50 percent, as large as the relief itself (the engineering shear strain is twice this). Neither changes the count of line length.

A smaller ambiguity is whether \(b_{\rm eff}\) belongs to the film or to the substrate. Making it 0.5 percent larger shortens \(L\) by 0.026 cm, which does not matter at the precision of the exercise.

**Silicon–germanium as an example**

The Burgers component and the strain relief suit silicon–germanium buffer layers on Si(001). Germanium's lattice parameter is roughly 4 percent larger than silicon's, so linear interpolation gives a total misfit of 0.5 percent for an alloy with roughly 12 percent germanium. Relief of 0.5 percent would relax that film completely. Glide driven by the misfit stress stops slightly short of this, because some stress is needed to pay for the energy of the new misfit line, so a real film needs a somewhat larger misfit to reach this relief. The thread density is the value set by the exercise. The glide time, glide barrier, temperatures and blocked fraction are round choices. None of these is a measured condition of a particular layer.

The count assumes a fixed population of freely moving threads, which a real layer need not have. For the cases worked out here, blocking raises the travel of the mobile threads from 5.2 to 6.5 cm, and the edge of a 200 mm wafer raises that of the survivors to 6.6 cm. Larger relief is more serious. At the same density, 2 percent would need four times the travel, about 21 cm, well above the 8.49 cm limit of that wafer. More threads would then have to take part over the whole process, even if many of them later left or annihilated. The numerical output below lists the main values.

## Calculated quantities

```
Thread density: 1.0e+05 cm^-2
Effective Burgers component: 0.192 nm
Relieved strain in each direction: 0.50 percent
Silicon lattice parameter: 0.5431 nm
Edge component from geometry: 0.1920 nm
Screw component from geometry: 0.1920 nm
Vertical component from geometry: 0.2716 nm
Angle of Burgers vector to line: 60.0 degrees
Misfit line spacing in each array: 38.40 nm
Misfit line length per area: 5.2083e+05 cm/cm^2
MEAN GLIDE PER THREAD: 5.208 cm
Same result in mm: 52.08 mm
Glide if only one direction relaxes: 2.604 cm
Strain jump from summed stress fields: 0.49999 percent
Counted relief along x: 0.5009 percent
Counted relief along y: 0.4992 percent
Uneven 30:70 split, relief along x: 0.2982 percent
Uneven 30:70 split, relief along y: 0.6995 percent
Uneven split, sum of reliefs: 0.9976 percent
Radius of small wafer: 5.0 cm
Largest mean glide, small wafer: 4.244 cm
Least thread density, small wafer: 1.227e+05 cm^-2
Radius of large wafer: 10.0 cm
Largest mean glide, large wafer: 8.488 cm
Travel of surviving threads, large wafer: 6.570 cm
Fraction of threads surviving, large wafer: 0.589
Surviving density, large wafer: 5.89e+04 cm^-2
Sampled mean glide, large wafer: 5.212 cm
Chosen glide time: 1800 s
Mean glide speed needed: 28.9 um/s
Rough glide barrier: 2.2 eV
Hot and cool temperatures: 1100 K, 1000 K
Slowdown factor on cooling: 10.2
Relief in same time when cool: 0.049 percent
Chosen immobile fraction: 0.20
Glide of the mobile threads then: 6.51 cm
Tilt if all vertical parts add: 0.405 degrees
Shear strain if all screw parts add: 0.50 percent
Glide change from film lattice in b_eff: 0.026 cm
```
